# Partial Huang–Rhys factors from vertical excited-state forces, part 2

How well does the vertical force $F$, the excited-state force on the nuclei at the ground-state minimum $R_0$, give the partial Huang–Rhys factors $S_k$? The displaced-mode approximation takes both energy surfaces as harmonic with the same Hessian $H$. The phonons $\omega_k$, $e_k$ belong to the ground state, and $f_k=\sum_ie_{ki}F_i/\sqrt{M_i}$ is the force projected on phonon $k$, with atomic masses $M_i$. The algebra uses atomic units, $\hbar=1$; the numbers are in eV and angstrom. Then

$$S_k=\frac{f_k^2}{2\omega_k^3},\qquad \lambda=\sum_kS_k\omega_k,\qquad E_0=E_v-\lambda ,$$

with vertical energy $E_v$, relaxation energy $\lambda$ and zero-phonon energy $E_0$. With $\hbar$ restored,

$$S_k=\frac{f_k^2}{2\hbar\omega_k^3}=\frac{\hbar^2f_k^2}{2(\hbar\omega_k)^3}.$$

At zero temperature the number of quanta created in mode $k$ follows a Poisson law with mean $S_k$; the total is $S=\sum_kS_k$. At temperature $T$ the line variance is $\sum_kS_k\omega_k^2\coth(\omega_k/2k_BT)$, and the zero-phonon weight is

$$w(T)=\exp\left(-\sum_kS_k\coth\frac{\omega_k}{2k_BT}\right).$$

In a finite cell this expression is the squared thermal overlap of displaced states.

The true displacement $\Delta Q_k$ of the excited minimum along phonon $k$ gives the displacement-based value $S_k=\tfrac12\omega_k\Delta Q_k^2$. Two effects separate it from the force-based one when excitation changes mainly one bond. Let $b$ be the gradient of the bond length, $F=F_bb$, and $G=b\cdot H^{-1}b$ the bond compliance.

First, if the bond softens by $\kappa$, every displacement-based $S_k$ is larger than the force-based one by the factor $(1-\kappa G)^{-2}$.

Second, the bond may be anharmonic, with the Morse energy

$$\phi(x)=\frac{k}{2\alpha^2}\left(1-e^{-\alpha x}\right)^2,$$

where $x$ is the extension, $k$ the stiffness and $\alpha$ the steepness. Excitation lengthens the rest length by $\delta$, so at $R_0$ the bond is compressed and

$$F_b=-\phi'(-\delta)=\frac{k}{\alpha}\,e^{\alpha\delta}\left(e^{\alpha\delta}-1\right)
=k\delta\left(1+\tfrac32\alpha\delta+\dots\right).$$

A harmonic bond would give $k\delta$. If the excited bond keeps the stiffness $k$ at its new rest length, the force-based $S$ is too large.

These two effects can be shown on a model in the regime of the ultraviolet emitters of hexagonal boron nitride. The defect is a pair of carbon atoms on neighbouring boron and nitrogen sites of a single flat sheet. Reflection in the plane of the sheet forbids a linear coupling to out-of-plane motion, provided that the excited state keeps this symmetry, so only in-plane motion is kept. All bonds have rest length 1.45 angstrom in the ground state, stiffness $k=24$ eV/angstrom$^2$ and steepness $\alpha=2$ per angstrom. With $r_0$ the rest length, each bond angle $\theta$ adds an energy $\frac12k_\theta r_0^2(\cos\theta+\frac12)^2$ with $k_\theta=1$ eV/angstrom$^2$. The ideal honeycomb is then the ground-state minimum. In the excited state the rest length of the carbon–carbon bond is longer by $\delta=0.10$ angstrom, and $E_v$ is set to 4.30 eV. These are round model parameters, not results of an electronic-structure calculation. The periodic cell has 162 atoms and hence $324-2=322$ vibrations, with energies from 0.014 to 0.171 eV.

The vertical force on each carbon atom follows from the Morse formula with $\alpha\delta=0.2$:

$$F_b=\frac{24}{2}\times1.2214\times0.2214=3.245\ \text{eV/angstrom}.$$

The mode with the largest partial factor has $\hbar\omega=0.1292$ eV and projected force $f=0.3569$ eV per angstrom and per square root of the atomic mass unit u. In these units $\hbar^2/(\text{u angstrom}^2)=0.004180$ eV, and

$$S_k=\frac{0.004180\times0.3569^2}{2\times0.1292^3}=0.123 .$$

Summing over all vibrations gives $S=1.84$. Phonons below 0.05 eV contribute 0.40, those from 0.05 to 0.10 eV 0.39, those from 0.10 to 0.15 eV 0.49, and those above 0.15 eV 0.57. The coupling is thus spread over the whole phonon spectrum. The strongest mode holds 7 percent of the total in this cell; that share depends on the cell and shrinks as the cell grows.

The relaxation energy is 0.197 eV, and the zero-phonon energy is

$$E_0=4.300-0.197=4.10\ \text{eV},$$

or a wavelength of 302 nm. The zero-phonon weight at zero temperature is $e^{-1.84}=0.16$. The root-mean-square width of the absorption line is 0.160 eV. A single effective mode at the $S$-weighted mean energy, $0.1965/1.840=0.107$ eV, would give $0.107\sqrt{1.84}=0.145$ eV. It is too narrow because the variance weights each phonon with the square of its energy, and the mean of a square exceeds the square of the mean.

The formula was tested on this cell against a relaxation that makes no use of phonons. The quadratic surface with Hessian $H$ and force $F$ was minimized in Cartesian coordinates by conjugate gradients, and the displacement found was then projected on the modes. The 322 partial factors agreed with those from the forces to one part in $10^5$, apart from an absolute allowance of $10^{-8}$ for modes that hardly couple. The Poisson law was tested by diagonalizing the strongest mode on a real-space grid, with its own force and with twice that force; the probabilities for zero to seven phonons agreed within $10^{-7}$. On the same grid, at $k_BT=\hbar\omega$, the thermal variance agreed to one part in $10^5$ and the squared thermal overlap within $10^{-6}$.

Those tests concern the algebra under its own assumptions. The model surface itself is anharmonic, and there the outcome is different. Full relaxation on the excited surface gives $S=1.01$, against 1.84 from the vertical forces. The force-based value is too large by 82 percent of the relaxed one. The zero-phonon weight, estimated as $e^{-S}$ in both cases, changes from 0.16 to 0.36, and the relaxation energy from 0.197 to 0.135 eV. The zero-phonon energy rises accordingly from 4.10 to 4.17 eV, if the change of zero-point energy is left out.

The size of this error can be traced to the repulsive wall. The vertical force is 3.245 eV/angstrom, while a harmonic bond would give $k\delta=24\times0.10=2.40$ eV/angstrom. At the relaxed geometry the carbon–carbon bond is only 0.010 angstrom shorter than its new rest length. There it is nearly harmonic, so the harmonic force should give nearly the right displacement. Since $S$ is quadratic in the force, the expected ratio of the force-based to the relaxed value is

$$\left(\frac{3.245}{2.40}\right)^2=1.83,$$

close to the ratio of 1.82 found. The bond lengths tell the same story. The displaced-mode estimate of the carbon–carbon stretch is $F_bG=3.245\times0.0373=0.121$ angstrom, and full relaxation gives 0.090 angstrom. With the harmonic force the estimate would be $2.40\times0.0373=0.090$ angstrom. When the lengthening is reduced to $\delta=0.0005$ angstrom, all else held fixed, the ratio of the two values of $S$ falls to 1.003. This agrees with the expansion above, $(1+\frac32\alpha\delta)^2=1.003$. The approximation thus becomes accurate for small displacements, but in this model, where the bond keeps its stiffness at the new rest length, a change of 0.1 angstrom concentrated in one bond is not small in this sense.

There is a cheap way to detect such a failure. Under the assumptions of the approximation the excited-state force at the predicted geometry $R_0+H^{-1}F$ is $F-HH^{-1}F=0$. One further force calculation at that point therefore tests the common Hessian and the harmonic form together along the predicted displacement. If the force there is not small compared with $F$, the projected factors need correction or the excited geometry must be relaxed after all. The standard must be strict: in the model the force at that point is about a quarter of $F$ and reversed, and this goes with the error of 82 percent in $S$.

A softer bond shifts the result the other way. Taking the quadratic surface with the same vertical force and lowering the carbon–carbon stiffness by 10 percent, $\kappa=2.4$ eV/angstrom$^2$, gives

$$\kappa G=2.4\times0.0373=0.090,\qquad (1-\kappa G)^{-2}=1.21 .$$

Cartesian minimization of the softened surface confirmed this common ratio for all modes, to one part in $10^5$ with the same absolute allowance as before. The 21 percent is relative to the force-based values. The two errors have opposite signs. If the excited Morse bond has stiffness $k-\kappa$, its vertical force and the harmonic force $(k-\kappa)\delta$ shrink by the same factor, and the ratio of the force-based to the relaxed $S$ becomes about $1.83\,(1-\kappa G)^2$. This is 1.5 for a softening of 10 percent, reaches 1 near $\kappa=7$ eV/angstrom$^2$, a softening of about 30 percent, and falls below 1 beyond that. A real bond that lengthens usually softens, so a partial cancellation is to be expected, though nothing makes it complete.

Excitation also moves charge, and this adds forces on the surrounding ions which the one-bond model lacks. For an estimate, let 0.2 electron charges leave the carbon atom on the nitrogen site and arrive at the one on the boron site, let boron and nitrogen carry charges of $+2$ and $-2$, and divide the Coulomb forces between the carbon atoms and these ions by a screening constant of 5. The Coulomb force between the two carbon atoms is left out. With these assumed values $S$ falls from 1.84 to about 1.7. This small change is the net result of larger contributions of opposite sign. The nearest ions push the carbon atoms together, against the stretch, but they are themselves pushed outwards, and the forces between the carbon atoms and their nearest ions alone would raise $S$. Only with the more distant ions included does $S$ fall, so the sign cannot be read from the nearest neighbours. The relation between $F$ and $S_k$ is untouched by this; the polar forces enter through $F$, and a first-principles force calculation would contain them as far as its cell is large enough.

Temperature affects the two measures of the line differently. Between 0 and 300 K the root-mean-square width grows only from 0.160 to 0.163 eV, because the variance gives little weight to the soft phonons that are thermally excited. The exponent of the zero-phonon weight has no such factor and grows from 1.84 to 2.31 in the same cell, which lowers $w$ from 0.16 to 0.10.

The finite cell matters most for long waves. A localized set of forces with zero sum couples to a long acoustic wave of wavenumber $q$ through the strain, so in a sheet of $N$ atoms $f_k^2\propto q^2/N$. With $\omega_k\propto q$ this gives $S_k\propto1/(Nq)$. The number of modes in a two-dimensional sheet grows as $Nq\,dq$, so the sum is finite at zero temperature, and a cell of $L\times L$ units misses a part proportional to $1/L$. For $L=6$, 9 and 12, with the same forces, $S$ is 1.762, 1.840 and 1.877. The successive steps, 0.078 and 0.037, have a ratio of 2.1, where a pure $1/L$ law gives 2. Extrapolation with this law from the last two cells adds three times the last step,

$$S_\infty\approx1.877+3\times0.037=1.99 .$$

At finite temperature $\coth(\omega_k/2k_BT)\approx2k_BT/\omega_k$ for soft modes brings another factor $1/q$, and the sum behaves as $\int dq/q$. The exponent at 300 K indeed rises with cell size, from 2.06 to 2.31 and 2.48. In an isolated, perfectly flat sheet it would grow as the logarithm of the size, and the in-plane model has no strictly sharp line at $T>0$. In a three-dimensional crystal the number of modes grows as $q^2dq$ and the exponent stays finite. The value at 300 K therefore belongs to the cell and should not be carried over to a bulk crystal.

Set beside the real material, the model has optical phonon energies of the right scale but makes no predictive claim. Boron nitride has emitters near 4 eV with a clear zero-phonon line and phonon replicas, and a carbon pair is one proposed origin. The zero-phonon energy of 4.10 eV follows from the chosen $E_v$ and is not evidence for that assignment. The highest phonon energy of the model, 0.17 eV, lies below the real upper limit of roughly 0.2 eV; the long-range electric forces that raise the longitudinal branch are absent. The sheet is also too soft against shear: its lowest phonons correspond to a transverse sound velocity of about 7 km/s, well below that of real boron nitride. The soft phonons therefore contribute too much to $S$, and stiffer bond angles would lower the total. The carbon–carbon bond has been given the stiffness and length of a boron–nitrogen bond, whereas a real one is probably stiffer and shorter; the effect of this on $S$ was not computed. Coupling between layers, a dipole that varies with the nuclear positions, and mixing with other electronic states are also left out. With the parameters chosen, the anharmonic wall is the largest of the effects that were sized: it takes $S$ from 1.84 to 1.01 and more than doubles the zero-phonon weight. Its size and sign depend on the assumed stiffness of the excited bond, and a softening of about 30 percent would remove it, so the model shows how large the error can be and does not give its value for a real defect. For a light source whose useful photons are those in the zero-phonon line, an error of this size would decide the estimate. Under conditions like these, with the distortion concentrated in one bond, vertical forces show which phonons couple, but the total $S$ needs the additional force check. The complete values are listed in the numerical output below.

## Values computed for the example and the checks

```
bond length 1.45 angstrom; C-C lengthening 0.10 angstrom
bond stiffness 24.0, angle stiffness 1.0 eV/angstrom^2
bond steepness 2.0 1/angstrom; vertical gap 4.30 eV
masses B, N, C: 10.8, 14.0, 12.0 u
main cell: 162 atoms, 322 vibrations
lowest and highest phonon energy: 0.0142, 0.1713 eV
vertical force on each carbon: 3.245 eV/angstrom
hbar^2/(u angstrom^2) = 0.004180 eV
strongest mode: energy 0.1292 eV
strongest mode: projected force 0.3569 eV/(angstrom sqrt(u))
strongest mode: shift 0.0894 angstrom sqrt(u)
strongest mode: partial S 0.1234
S from phonons 0.00 to 0.05 eV: 0.3968
S from phonons 0.05 to 0.10 eV: 0.3866
S from phonons 0.10 to 0.15 eV: 0.4896
S from phonons 0.15 to 0.30 eV: 0.5669
total S from vertical forces: 1.8399
relaxation energy, displaced modes: 0.1965 eV
S-weighted mean phonon energy: 0.1068 eV
C-C stretch, displaced modes: 0.1211 angstrom
zero-phonon energy: 4.1035 eV
zero-phonon wavelength: 302.1 nm
zero-phonon weight at 0 K: 0.1588
rms absorption width at 0 K: 0.1603 eV
rms absorption width at 300 K: 0.1626 eV
full anharmonic relaxation: S 1.0111, energy 0.1346 eV
full anharmonic relaxation: C-C stretch 0.0899 angstrom
full relaxation: zero-phonon weight 0.3638
ratio S(force)/S(full relaxation): 1.820
same ratio for lengthening 0.0005 angstrom: 1.0030
C-C bond compliance G: 0.03732 angstrom^2/eV
softening kappa 2.40 eV/angstrom^2: S grows by factor 1.206
polar estimate: charge 0.2 e, ions 2.0 e, screening 5.0
total S with polar forces added: 1.7018
cell of 72 atoms: S 1.7624; exponent at 300 K 2.0629
cell of 162 atoms: S 1.8399; exponent at 300 K 2.3084
cell of 288 atoms: S 1.8770; exponent at 300 K 2.4765
```
